\section*{Plasmon Dispersion of a Two-Dimensional Electron Gas, Free and Gated}

\section{Definitions and conventions}

The system is a sheet of electrons at $z=0$ with density $n$ per unit area, two spin states, parabolic band mass $m$ and zero temperature. It lies in a uniform dielectric of constant $\kappa$. An ideal metal gate may occupy the plane $z=-d$; ``free'' means that the gate is absent, $d\to\infty$. The sheet has no thickness and no scattering. Fields are electrostatic, and electron interactions are treated in the random-phase approximation (RPA): each electron responds as a free particle to the total mean potential. Exchange and correlation corrections to that response are omitted.

With $e^2$ in Gaussian form, effective Rydberg units are
\begin{equation}
a^*=\frac{\kappa\hbar^2}{me^2},\qquad
\mathrm{Ry}^*=\frac{e^2}{2\kappa a^*}=\frac{\hbar^2}{2ma^{*2}} .
\end{equation}
Measuring lengths in $a^*$ and energies in $\mathrm{Ry}^*$ sets $\hbar=1$, $m=1/2$ and $e^2/\kappa=2$. The electron energy is then $\varepsilon_{\mathbf k}=k^2$. Counting two spins in the Fermi disk gives
\begin{equation}
n=\frac{2\,\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad
v_F=2k_F,\qquad v_F^2=8\pi n,\qquad
N_0=\frac{dn}{d(k_F^2)}=\frac1{2\pi}.
\end{equation}
Here $N_0$ is the density of states at the Fermi energy.

Perturbations vary as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$. $U$ is the potential \emph{energy} of an electron and $\delta n$ the change in number density, so the interaction $V$ in $U=V\delta n$ is positive. The response $\chi_0$ is defined by $\delta n=\chi_0U$; it is negative in the static limit.

The result to implement is
\begin{equation}
\boxed{\;
\omega^2=\left(1+\frac1F\right)^2
\left[\frac{v_F^2q^2F^2}{1+2F}+q^4\right],\qquad
F=\frac2q\left(1-e^{-2qd}\right)\;}
\label{main}
\end{equation}
as long as $q(1+2F)/F^2\le v_F$. At small $q$ it gives $\omega\propto\sqrt q$ for the free sheet and $\omega\propto q$ for the gated one.

\section{Interaction in the presence of the gate}

The charge density of the wave is $-e\,\delta n\,\delta(z)$, and $U=-e\phi$. Poisson's equation therefore becomes
\begin{equation}
U''(z)-q^2U(z)=-\frac{4\pi e^2}{\kappa}\,\delta n\,\delta(z)
=-8\pi\,\delta n\,\delta(z),\qquad U(-d)=0 .
\end{equation}
The gate condition concerns the oscillating part only; a constant gate voltage merely helps to fix $n$. The solution that is continuous at the sheet and decays above it is
\begin{equation}
U=\begin{cases}
A\,e^{-qz}, & z>0,\\[2pt]
A\,\sinh[q(z+d)]/\sinh(qd), & -d<z<0 .
\end{cases}
\end{equation}
Integrating Poisson's equation across $z=0$ fixes the jump in slope:
\begin{equation}
-qA-qA\coth(qd)=-8\pi\,\delta n .
\end{equation}
Since $1+\coth(qd)=e^{qd}/\sinh(qd)=2/(1-e^{-2qd})$,
\begin{equation}
V(q)=\frac{A}{\delta n}=\frac{4\pi}{q}\left(1-e^{-2qd}\right).
\label{V}
\end{equation}
The first term is the interaction within the sheet. The second comes from the opposite image charge, a distance $2d$ away. The two limits are
\begin{equation}
V\to\frac{4\pi}{q}\quad(qd\gg1),\qquad
V\to8\pi d\quad(qd\ll1).
\end{equation}
The gate removes the divergence at small $q$. What remains, $8\pi d$, is the charging energy of a parallel-plate capacitor: its capacitance per area is $C=\kappa/(4\pi d)$, and $e^2/C=4\pi e^2d/\kappa=8\pi d$.

\section{Why the power of $q$ changes}

A classical charged fluid shows the mechanism. Continuity and Newton's law, linearized, read
\begin{equation}
\partial_t\delta n+n\nabla\!\cdot\mathbf v=0,\qquad
m\,\partial_t\mathbf v=-\nabla U .
\end{equation}
Differentiating the first in time and inserting the second gives $\partial_t^2\delta n=(n/m)\nabla^2U$. With $m=1/2$ and $U=V\delta n$,
\begin{equation}
\omega_{\rm cl}^2=2nq^2V(q)=8\pi nq\left(1-e^{-2qd}\right).
\label{classical}
\end{equation}
One factor $q$ comes from continuity and one from the gradient in the force. Without the gate, the factor $1/q$ in $V$ cancels one of them: the force amplitude $qV\delta n=4\pi\delta n$ does not depend on wavelength, and $\omega^2\propto q$. With the gate and $qd\ll1$, the potential is set by the local density, the force is proportional to its gradient, and $\omega^2\propto q^2$, as for sound.

This argument omits the motion of electrons at the Fermi velocity. That motion is a small correction for the free sheet at small $q$, where $\omega/q$ grows without limit. For the gated sheet $\omega/q$ stays finite, so the correction does not vanish as $q\to0$, and the full response is needed.

\section{Response of the free electrons}

Let $f_{\mathbf k}$ be 1 inside the Fermi disk and 0 outside. The linearized equation of motion for the density-matrix element between $\mathbf k$ and $\mathbf k+\mathbf q$ is
\begin{equation}
\omega\,\delta\rho=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\,\delta\rho
+U\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\end{equation}
Solving for $\delta\rho$ and summing over momentum and spin gives
\begin{equation}
\chi_0(q,\omega)=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}
{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .
\end{equation}
In the term with $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k\to-\mathbf k-\mathbf q$. This turns $f_{\mathbf k+\mathbf q}$ into $f_{\mathbf k}$ and exchanges the two energies. With $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=q^2+2kq\cos\varphi$,
\begin{equation}
\chi_0=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\omega-q^2-2kq\cos\varphi}
-\frac1{\omega+q^2+2kq\cos\varphi}\right].
\end{equation}

An undamped mode must lie where no electron--hole pair can absorb it. For $q>2k_F$ there is a pair-free region below the continuum, $0\le\omega<q^2-qv_F$; there the bracket equals $2b/(\omega^2-b^2)$ with $b=q^2+2kq\cos\varphi>\omega$, so $\chi_0<0$ and a repulsive $V$ supports no mode. The mode must therefore lie above the pair continuum, at $\omega>qv_F+q^2$, where both denominators are positive. For $a>|b|$, the substitution $t=\tan(\varphi/2)$ gives
\begin{equation}
\int_0^{2\pi}\!\frac{d\varphi}{a+b\cos\varphi}
=\int_{-\infty}^{\infty}\!\frac{2\,dt}{(a+b)+(a-b)t^2}
=\frac{2\pi}{\sqrt{a^2-b^2}} .
\end{equation}
The remaining radial integral is elementary:
\begin{equation}
\int_0^{k_F}\!\frac{k\,dk}{\sqrt{a^2-4q^2k^2}}
=\frac{a-\sqrt{a^2-q^2v_F^2}}{4q^2}.
\end{equation}
Define $R_\pm=\sqrt{(\omega\pm q^2)^2-q^2v_F^2}$. The prefactor after the angular integral is $2\cdot2\pi/(2\pi)^2=1/\pi$, so
\begin{align}
\chi_0&=\frac1{4\pi q^2}
\left[(\omega-q^2)-R_--(\omega+q^2)+R_+\right]\nonumber\\
&=N_0\left[-1+\frac{R_+-R_-}{2q^2}\right].
\label{chi}
\end{align}

\section{Solution of the mode condition}

With an external potential, $\delta n=\chi_0(U_{\rm ext}+V\delta n)$, or $(1-V\chi_0)\delta n=\chi_0U_{\rm ext}$. A wave can persist without $U_{\rm ext}$ when the dielectric function $1-V\chi_0$ vanishes. Put $F=N_0V$, which is the expression in Eq.~\eqref{main}, and $G=1+1/F$. Equation~\eqref{chi} turns $V\chi_0=1$ into
\begin{equation}
R_+-R_-=2q^2G .
\label{diff}
\end{equation}
From the definitions, $R_+^2-R_-^2=4\omega q^2$. Dividing by Eq.~\eqref{diff} gives $R_++R_-=2\omega/G$, and hence
\begin{equation}
R_+=\frac{\omega}{G}+q^2G,\qquad
R_-=\frac{\omega}{G}-q^2G .
\label{R}
\end{equation}
Squaring the first of these,
\begin{equation}
\omega^2+2\omega q^2+q^4-q^2v_F^2
=\frac{\omega^2}{G^2}+2\omega q^2+q^4G^2 .
\end{equation}
The terms linear in $\omega$ cancel. Collecting the rest,
\begin{equation}
\omega^2\left(1-\frac1{G^2}\right)=q^2v_F^2+q^4(G^2-1)
\;\Longrightarrow\;
\omega^2=G^2\left[\frac{q^2v_F^2}{G^2-1}+q^4\right].
\label{G}
\end{equation}
Since $G^2-1=(1+2F)/F^2$, this is Eq.~\eqref{main}. Every root above the continuum must satisfy it, so there is at most one at positive frequency.

Squaring can introduce false roots. Equation~\eqref{R} requires $R_-\ge0$, that is $\omega\ge q^2G^2$. Inserting Eq.~\eqref{G} into $\omega^2\ge q^4G^4$ and dividing by $q^2G^2$ gives
\begin{equation}
\frac{v_F^2}{G^2-1}+q^2\ge q^2G^2
\;\Longleftrightarrow\;
q(G^2-1)=\frac{q(1+2F)}{F^2}\le v_F .
\label{end}
\end{equation}
The condition is also sufficient. Subtracting $4\omega q^2$ from both sides of the squared equation gives $(\omega-q^2)^2-q^2v_F^2=(\omega/G-q^2G)^2\ge0$; with $\omega\ge q^2G^2>q^2$ this means $\omega\ge q^2+qv_F$, both $R_\pm$ take the values in Eq.~\eqref{R}, and Eq.~\eqref{diff} holds. Equality, $R_-=0$, marks the meeting with the continuum. As $q$ rises, $F$ falls and the left side grows, so there is one end point. Beyond it Eq.~\eqref{main} still returns a real number, but that number is not a plasmon frequency. Code must therefore apply the test in Eq.~\eqref{end}.

\section{Long-wavelength limits}

Writing $2(1+F)=(1+2F)+1$ and squaring yields
\begin{equation}
\frac{(1+F)^2}{1+2F}=\frac F2+\frac34+\frac1{4(1+2F)} .
\end{equation}
Equation~\eqref{main} thus separates into
\begin{equation}
\omega^2=2nq^2V+\frac34v_F^2q^2
+\frac{v_F^2q^2}{4(1+2F)}+q^4\left(1+\frac1F\right)^2,
\label{split}
\end{equation}
where the first term used $v_F^2F/2=8\pi n\,V/(4\pi)=2nV$. It is the classical result, Eq.~\eqref{classical}.

\subsection{Free sheet}

Here $F=2/q$. The third term of Eq.~\eqref{split} is of order $q^3$ and the fourth of order $q^4$, so
\begin{equation}
\omega^2=8\pi nq+\frac34v_F^2q^2+O(q^3)
=8\pi nq\left[1+\frac34q+O(q^2)\right].
\label{free}
\end{equation}
In ordinary Gaussian units the leading term is $\omega^2=2\pi ne^2q/(\kappa m)$. The correction to $\omega^2$, relative to this leading term, is $3qa^*/4$, whatever the density.

\subsection{Gated sheet}

For $qd\ll1$, $F=g[1-qd+O(q^2d^2)]$ with $g=4d$, or $4d/a^*$ with the unit restored. The limit $q\to0$ is
\begin{equation}
\omega\to sq,\qquad
s=v_F\frac{1+g}{\sqrt{1+2g}},\qquad
s^2=16\pi nd+\frac34v_F^2+\frac{v_F^2}{4(1+2g)} .
\label{s}
\end{equation}
For $g\gg1$ the first term dominates and $s^2\simeq4\pi ne^2d/(\kappa m)$ in ordinary units. For every $d>0$,
\begin{equation}
\frac{s^2}{v_F^2}-1=\frac{(1+g)^2-(1+2g)}{1+2g}=\frac{g^2}{1+2g}>0,
\end{equation}
so the acoustic mode starts above the continuum, though only just above it when $g\ll1$.

The first departure from linearity follows from
\begin{equation}
\frac{d}{dF}\ln\frac{1+F}{\sqrt{1+2F}}
=\frac1{1+F}-\frac1{1+2F}=\frac{F}{(1+F)(1+2F)} .
\end{equation}
Multiplying by $\delta F=-g\,qd$ at $F=g$,
\begin{equation}
\omega=sq\left[1-\frac{g^2}{(1+g)(1+2g)}\,qd+O(q^2)\right].
\label{curv}
\end{equation}
For $g\ge1$ the coefficient of $qd$ lies between $1/6$ and $1/2$. When $g\gg1$ the linear law needs $qd\ll1$; at $g=1$ the demand is weaker, because $(1+F)/\sqrt{1+2F}$ can fall only from $2/\sqrt3$ to 1, that is by 13\%. For $g\ll1$ the coefficient is of order $g^2$, and since $0<F\le g$ the factor $(1+F)/\sqrt{1+2F}$ stays between 1 and $s/v_F\simeq1+g^2/2$ at any $qd$. The linear law also needs the $q^4$ term to be small beside $s^2q^2$, which means $q\sqrt{1+2g}/(gv_F)\ll1$. Since $qd=qg/4$, this parameter exceeds $qd$ when $v_F<4\sqrt{1+2g}/g^2$; it enters $\omega$ at second order. For a very close gate, however, the mode ends first: because $F\le g$, Eq.~\eqref{end} requires $q\le g^2v_F/(1+2g)$, so $q\sqrt{1+2g}/(gv_F)\le g/\sqrt{1+2g}$, which is small for $g\ll1$ wherever the plasmon exists.

\section{The Fermi circle and the coefficient 3/4}

When $q\ll k_F$, the $q^4$ term is negligible and $q$ lies well below the end point set by Eq.~\eqref{end}, the same mode follows from the collisionless kinetic equation. The last condition is separate: the kinetic equation has a root above $qv_F$ for every $F>0$ and knows nothing of the end point, which for $g\ll1$ lies at $q\simeq g^2v_F\ll k_F$. Let the disturbance of the occupation be $u(\theta)\,\delta(\varepsilon-E_F)$, where $\theta$ is measured from $\mathbf q$. Then $\delta n=N_0\langle u\rangle$, with the angle average in brackets, and $U=F\langle u\rangle$. Streaming and force give, with $x=\omega/(qv_F)$,
\begin{equation}
(x-\cos\theta)\,u=F\langle u\rangle\cos\theta .
\label{kin}
\end{equation}
Dividing by $x-\cos\theta$ and averaging, for $x>1$,
\begin{equation}
1=F\left\langle\frac{\cos\theta}{x-\cos\theta}\right\rangle
=F\left(\frac{x}{\sqrt{x^2-1}}-1\right)
\;\Longrightarrow\; x=\frac{1+F}{\sqrt{1+2F}} .
\end{equation}
At $F=g$ this is Eq.~\eqref{s}.

A circuit or fluid model that adds only the static energy cost $1/N_0$ to $V$ gives a different correction: $2nq^2/N_0=4\pi nq^2=v_F^2q^2/2$. It corresponds to keeping only $u=u_0+u_1\cos\theta$ in Eq.~\eqref{kin}. The two lowest harmonics then obey $xu_0=u_1/2$ and $xu_1=(1+F)u_0$, so $x^2=F/2+1/2$. Without collisions the circle also deforms in higher harmonics, and the coefficient becomes $3/4$ at large $F$.

\section{Where the model fails}

\emph{Retardation.} Let $c'=c/\sqrt\kappa$. At finite frequency the field outside the sheet decays with constant $\sqrt{q^2-\omega^2/c'^2}$ instead of $q$, so the electrostatic treatment needs $(\omega/c'q)^2\ll1$. The classical free law meets the light line $\omega=c'q$ at
\begin{equation}
q_{\rm light}=\frac{8\pi n}{c'^2},\qquad
\left(\frac{\omega}{c'q}\right)^2=\frac{q_{\rm light}}q .
\end{equation}
The square-root law therefore needs $q\gg q_{\rm light}$ in addition to the small-$q$ condition behind Eq.~\eqref{free}; it does not extend down to $q=0$. For the gated mode the condition is $s\ll c'$.

\emph{Scattering.} Adding a drag $-m\mathbf v/\tau$ to the classical fluid gives $\omega^2+i\omega/\tau=\omega_{\rm cl}^2$, or
\begin{equation}
\omega=-\frac{i}{2\tau}\pm\sqrt{\omega_{\rm cl}^2-\frac1{4\tau^2}} .
\end{equation}
In this fluid the wave does not oscillate when $\omega_{\rm cl}\tau<1/2$, which happens at sufficiently small $q$ for any finite $\tau$, with or without a gate. For the gated sheet this threshold is reliable only when $g\gg1$, so that the omitted Fermi motion is a small correction. For the free sheet the threshold is $q=1/(32\pi n\tau^2)$; this value is accurate only if it lies well above $q_{\rm light}$ and well below 1, so that $F=2/q\gg1$. With retardation the fluid obeys $\omega(\omega+i/\tau)=8\pi n\sqrt{q^2-\omega^2/c'^2}$. Setting $\omega=-i\gamma$ gives $\gamma(1/\tau-\gamma)=8\pi n\sqrt{q^2+\gamma^2/c'^2}$, which has real solutions as $q\to0$ only if $8\pi n\tau<c'$, that is if the threshold above exceeds $q_{\rm light}/4$; in a cleaner sheet the wave keeps oscillating at small $q$.

\emph{Exchange.} When the gate is much closer than $1/k_F$, the interaction is nearly a contact one. The exclusion principle keeps electrons of equal spin from feeling it, but the RPA counts it between all electrons. The small excess of $s$ over $v_F$ found for $g\ll1$ is then only qualitative. At larger distances exchange and correlation still alter the corrections to the classical law, so the coefficient $3/4$ and the 3.6\% difference in the worked example below are RPA values, not exact ones.

\emph{Geometry.} The wavelength and the gate distance must be large compared with the sheet thickness. Field penetration into the gate must also be negligible compared with $d$.

\section{Evaluation and worked example}

For given $q$ and $d$, compute $1-e^{-2qd}$ with a function designed for small arguments (\texttt{expm1}), form $F$, apply Eq.~\eqref{end}, and evaluate Eq.~\eqref{main}. This avoids the subtraction $R_+-R_-$, which loses digits at small $q$.

Take $m=0.1$ electron masses, $\kappa=10$, $n=1/\pi$ and $d=5$. The units are $a^*=5.292$ nm and $\mathrm{Ry}^*=13.61$ meV. Then $k_F=\sqrt{2\pi n}=\sqrt2=1.414$, $v_F=2.828$ and $g=4\times5=20$. The acoustic speed is
\begin{equation}
s=2.828\times\frac{21}{\sqrt{41}}=2.828\times3.280=9.276,
\end{equation}
or $1.015\times10^6$ m/s. The classical value is $\sqrt{16\pi nd}=\sqrt{80}=8.944$, which is 3.6\% below the RPA speed.

In the table, frequencies are in $\mathrm{Ry}^*$ and $q$ is in $1/a^*$. The last column is Eq.~\eqref{classical} with the gate.

\begin{center}
\begin{tabular}{ccccc}
$q$ & $qd$ & free, RPA & gated, RPA & gated, classical\\
\hline
0.001 & 0.005 & 0.0895 & 0.00925 & 0.00892\\
0.01 & 0.05 & 0.2839 & 0.0907 & 0.0873\\
0.05 & 0.25 & 0.6443 & 0.4154 & 0.3967\\
0.2 & 1 & 1.3586 & 1.2766 & 1.1762\\
0.8 & 4 & 3.3550 & 3.3547 & 2.5294
\end{tabular}
\end{center}

At $q=0.05$ the gate lowers the plasmon from 8.77 to 5.65 meV. The linear law would give $9.276\times0.05=0.464$, so the gated frequency is already about 10\% below it. Equation~\eqref{curv}, whose coefficient is $400/(21\times41)=0.465$, predicts a reduction of $0.465\times0.25=12\%$ at first order. At $q=0.8$ the gate hardly matters, but the classical formula is 25\% below the RPA value because the terms beyond the first in Eq.~\eqref{split} are no longer small.

Between $q=0.001$ and $0.002$ the logarithmic slopes $d\ln\omega/d\ln q$ are 0.5005 for the free sheet and 0.997 for the gated one. The small departures from $1/2$ and 1 have the signs given by Eqs.~\eqref{free} and \eqref{curv}. The free plasmon meets the continuum at $q=1.442$; the gated end point agrees to within $10^{-5}$, since $e^{-2qd}$ is negligible there.

The gated mode travels at 1.07\% of $c'$. For the free sheet $q_{\rm light}=1.07\times10^{-5}$, so at $q=0.001$ the parameter $(\omega/c'q)^2$ is about 1\%. The free frequency in the first row is thus an accurate solution of the electrostatic model, but its third digit should not be read as a physical prediction.

The numerical check compares Eq.~\eqref{V} with a grid solution of Poisson's equation at several wavevectors. It then finds the frequencies as roots of $1-V\chi_0$, with $V$ from Eq.~\eqref{V} and $\chi_0$ from its defining integral, and obtains $s/v_F$ from the eigenvalues of Eq.~\eqref{kin}.

\section*{Computed values}
\begin{verbatim}
band mass = 0.10 electron masses
dielectric constant kappa = 10.0
length unit a* = 5.2918 nm
energy unit Ry* = 13.6057 meV
density n = 0.31831 a*^-2 = 1.1367e+12 cm^-2
gate distance d = 5.00 a* = 26.459 nm
Fermi wavevector kF = 1.41421 1/a*
Fermi velocity vF = 2.82843 Ry* a*/hbar
gate coupling g = 20.000 (dimensionless)
V(q=0.2), formula, gated = 54.3285 Ry* a*^2
V(q=0.2), Poisson grid = 54.3284 Ry* a*^2
V(q=0.2), formula, no gate = 62.8319 Ry* a*^2
Frequencies in Ry*, q in 1/a*; RPA = numerical root
q | RPA free | classical free | RPA gated | classical gated
0.001 | 0.089476 | 0.089443 | 0.009255 | 0.008922
0.010 | 0.283902 | 0.282843 | 0.090654 | 0.087253
0.050 | 0.644258 | 0.632456 | 0.415390 | 0.396721
0.200 | 1.358582 | 1.264911 | 1.276647 | 1.176207
0.800 | 3.355019 | 2.529822 | 3.354730 | 2.529398
free plasmon at q=0.05: 8.766 meV
gated plasmon at q=0.05: 5.652 meV
log slope, free, q=0.001 to 0.002: 0.50054
log slope, gated, q=0.001 to 0.002: 0.99666
Fermi-pressure coefficient from root: 0.75006
acoustic curvature from root: 0.46357
acoustic curvature from formula: 0.46458
s/vF, formula = 3.279649
s/vF, kinetic eigenvalue = 3.279649
acoustic speed s = 9.27625 Ry* a*/hbar = 1.0147e+06 m/s
classical acoustic speed = 8.94427 Ry* a*/hbar
plasmon meets continuum at q = 1.44188 1/a*
s / light speed in dielectric = 0.01070
free law meets light line at q = 1.065e-05 1/a*
\end{verbatim}
